Let $t_1\le t_2\le\dots\le t_n$ be failure times of interconnect lines under electromigration stress. The three-parameter lognormal model says that

$$t=\gamma+e^{\mu+\sigma Z},$$

where $Z$ is a standard normal variable, $\gamma$ is the incubation time before which no line fails, and $\mu$ and $\sigma>0$ describe the logarithm of the excess $t-\gamma$. All times are in hours, and a logarithm of a time takes its numerical value in hours. The failures are treated as exactly timed, independent and not all equal. With $y_i=\ln(t_i-\gamma)$, the density of one failure is the normal density of $y_i$ times $dy_i/dt_i=1/(t_i-\gamma)$, so the log-likelihood is

$$\ell=-n\ln\sigma-\frac n2\ln2\pi-\sum_i y_i-\frac{1}{2\sigma^2}\sum_i(y_i-\mu)^2,\qquad \gamma<t_1 .$$

## The belief and its appeal

The belief is this: when the incubation time is unknown, maximize $\ell$ over all three parameters, and take the highest point found anywhere as the estimate. For the two-parameter lognormal, with $\gamma$ known, this works. It also seems safe here, because the lognormal density vanishes at its own threshold.

To see that argument at its strongest, write the gap between threshold and first failure as $\delta=t_1-\gamma=e^{-L}$. Then $y_1=-L$. At fixed $\mu$ and $\sigma$, the part of $\ell$ that depends on the first failure is

$$L-\frac{(L+\mu)^2}{2\sigma^2}.$$

The quadratic term wins as $L\to\infty$, so $\ell\to-\infty$. Moving the threshold alone towards the first failure is heavily penalized. The error is to conclude that the same holds when $\mu$ and $\sigma$ may move too.

## A path to infinite likelihood

Suppose that the minimum occurs $r$ times, with $1\le r<n$; rounded records can produce such ties. For each later failure define $b_i=\ln(t_i-t_1)$. As $\delta\to0$, its $y_i=\ln(t_i-t_1+\delta)$ tends to $b_i$. Now choose $\mu=0$ and $\sigma=L$, so that the distribution widens while the threshold advances. Substitution gives

$$\ell=-n\ln L-\frac n2\ln2\pi+rL-\sum_{i>r}y_i-\frac{rL^2+\sum_{i>r}y_i^2}{2L^2}.$$

The first part of the last fraction is $r/2$, and the rest vanishes as $1/L^2$. Hence

$$\ell=rL-n\ln L-\frac n2\ln2\pi-\sum_{i>r}b_i-\frac r2+o(1)\longrightarrow\infty .$$

A linear function outgrows a logarithm for any finite $n$. The supremum is infinite, and a global maximum doesn't exist. The proof uses only the recorded numbers, so it holds even if they did come from a lognormal population.

Stopping the test early doesn't help. If $m$ lines fail, not all at once, and $c$ survive to time $T>t_1$, then $n$ becomes $m$ in this expression, and each survivor contributes

$$\ln\left[1-\Phi\left(\frac{\ln(T-\gamma)}{L}\right)\right]\longrightarrow\ln\frac12,$$

where $\Phi$ is the standard normal distribution function. The survivors add a finite constant, $c\ln\frac12$, and the divergence remains.

## The best path and its watershed

The choice $\sigma=L$ suffices for the proof, but the best $\mu$ and $\sigma$ at each threshold show how wide the dangerous region is. Setting the two derivatives of $\ell$ to zero,

$$\frac{\sum_i(y_i-\mu)}{\sigma^2}=0,\qquad -\frac n\sigma+\frac{\sum_i(y_i-\mu)^2}{\sigma^3}=0,$$

gives $\hat\mu=\frac1n\sum_i y_i$ and $\hat\sigma^2=\frac1n\sum_i(y_i-\hat\mu)^2$. Then $\sum_i y_i=n\hat\mu$, and the last term of $\ell$ equals $-n/2$. The profile likelihood is therefore

$$\ell_p=-\frac n2(1+\ln2\pi)-n\ln\hat\sigma-n\hat\mu .$$

Take a single first failure, $r=1$. Let $\bar b$ and $s^2$ be the mean and the variance (divisor $n-1$) of the $n-1$ values $b_i$, and let $u=L+\bar b$. For small $\delta$,

$$\hat\mu=\frac{-L+(n-1)\bar b}{n}=\bar b-\frac un .$$

The first point deviates from this mean by $-u(n-1)/n$, and each later one by $b_i-\bar b+u/n$. The cross terms cancel because the $b_i-\bar b$ sum to zero, so

$$n\hat\sigma^2=\frac{(n-1)^2u^2}{n^2}+(n-1)s^2+\frac{(n-1)u^2}{n^2}
=\frac{n-1}{n}\left(u^2+ns^2\right).$$

Inserting both results,

$$\ell_p=u-\frac n2\ln(u^2+ns^2)-n\bar b-\frac n2\ln\frac{n-1}{n^2}-\frac n2(1+\ln2\pi),$$

up to terms that vanish with $\delta$. Its slope is

$$\frac{d\ell_p}{du}=1-\frac{nu}{u^2+ns^2},$$

which vanishes when $u^2-nu+ns^2=0$. If $n>4s^2$, the larger root,

$$u_w=\frac n2\left(1+\sqrt{1-\frac{4s^2}{n}}\right),$$

is a minimum: a watershed beyond which an uphill search in the threshold runs away. The smaller root may lie where $\delta$ is not small, and there the formula can't be trusted. For $n\gg s^2$ the watershed has $u_w\approx n-s^2$, so its gap shrinks roughly as $e^{-n}$ at fixed $\bar b$ and $s^2$. The spike is infinitely high, but in a large sample it is extremely narrow.

## Twenty lines

Consider 20 synthetic lifetimes, $t_i=40+100\,e^{0.5z_i}$ h, where $z_i$ is the normal quantile at probability $(i-\frac12)/20$. Rounded to 0.1 h, they are

77.5, 88.7, 96.3, 102.7, 108.5, 114.2, 119.7, 125.3, 131.0, 136.9, 143.2, 149.9, 157.3, 165.5, 174.8, 185.9, 199.6, 217.7, 245.4 and 306.4 h.

A numerical scan of $\ell_p$, refined by one-dimensional optimization, finds an interior local maximum at $\gamma=46.4$ h, with $\mu=4.530$, $\sigma=0.522$ and $\ell=-105.97$. This is a sensible description of the data. If these $\mu$ and $\sigma$ are held fixed, gaps of 1, $10^{-3}$ and $10^{-6}$ h give $\ell=-145.8$, $-342.5$ and $-713.3$: the reassuring behaviour described above.

On the best path the outcome differs. The data give $\bar b=4.1147$ and $s^2=0.5635$, so

$$u_w=10\left(1+\sqrt{1-0.1127}\right)=19.42,$$

and $L=19.420-4.115=15.305$. The watershed gap is $2.3\times10^{-7}$ h, where $\ell_p=-120.40$. Beyond it the profile climbs, and root finding places its return to the local maximum's height at $L=49.96$, or $u=54.08$. The terms of the formula for $\ell_p$, in order, are

$$54.08-79.85-82.29+30.47-28.38=-105.97 .$$

The gap is now $2.0\times10^{-22}$ h. At $10^{-30}$ h the profile has reached $-92.9$, and at $10^{-100}$ h it is $+45.0$.

The parameters at the overtaking point are $\mu=1.41$ and $\sigma=11.8$. They put the median excess near 4 h, although half of the recorded lifetimes exceed the first by more than 65 h. The likelihood is high because one density is huge, not because the whole sample is well described. The harm shows in the early tail. The 0.1% lifetime, $\gamma+e^{\mu-3.09\sigma}$, is 64.9 h for the local fit and 77.5 h for the spike, which in effect declares the first observed failure to be the earliest possible one.

## Small samples and finite arithmetic

The same quantile construction with fewer lines gives these gaps, found numerically:

| $n$ | watershed (h) | overtaking (h) |
|---|---|---|
| 6 | $0.29$ | $7.0\times10^{-3}$ |
| 10 | $4.7\times10^{-3}$ | $6.5\times10^{-8}$ |
| 20 | $2.3\times10^{-7}$ | $2.0\times10^{-22}$ |

For six lines the spike wins at a gap of 25 s. In double precision, the closest representable threshold below $t_1$ lies $1.4\times10^{-14}$ h away in all three samples. There the profile stands 18.7 above the local maximum for $n=6$ and 9.8 above it for $n=10$, but 10.0 below it for $n=20$. A program that stores $\gamma$ itself can thus miss the winning part of the spike in the largest sample. That protection comes from rounding, not from statistics, and it disappears if the program stores $\ln(t_1-\gamma)$ instead and finds each excess by adding the gap $t_1-\gamma$ to the difference $t_i-t_1$.

Nor can one count on a local maximum being there. For two failures separated by $d$, put $x=\delta/d$. Then $\hat\sigma=\frac12\ln(1+1/x)$, and apart from a constant

$$\ell_p=-2\ln\ln(1+1/x)-\ln x-\ln(1+x),$$

$$\frac{d\ell_p}{dx}=\frac{1}{x(1+x)}\left[\frac{2}{\ln(1+1/x)}-(1+2x)\right].$$

Because $1/v$ is convex, $\ln(1+1/x)=\int_x^{x+1}dv/v$ exceeds the midpoint value $1/(x+\frac12)$. The bracket is negative for every $x>0$, so the profile rises all the way to the first failure and has no interior maximum.

## What removes the spike

The divergence comes from treating a recorded time as a point. An inspection establishes that a failure lay between times $l_i$ and $h_i$, which has probability

$$P_i=\Phi\left(\frac{\ln(h_i-\gamma)-\mu}{\sigma}\right)-\Phi\left(\frac{\ln(l_i-\gamma)-\mu}{\sigma}\right),$$

with the second term zero when $l_i\le\gamma$. The product of these probabilities cannot exceed one.

It also vanishes at the edge itself. Let $\gamma$ approach $h_1$, the upper end of the first interval, and suppose that some later interval starts above $h_1$. That interval has a finite width in $\ln(t-\gamma)$, so keeping its probability away from zero requires bounded $\sigma$. Keeping $P_1$ away from zero then requires $\mu\to-\infty$, since $\ln(h_1-\gamma)\to-\infty$. But this sends the later probability to zero. The likelihood must therefore vanish. This removes the infinity but not always the trouble: a finite peak can remain with $\gamma$ at the lower end of the first interval, and it can still be the highest point when the sample is small and the intervals are fine. For the six-line sample with intervals centred on the recorded times, that peak lies about 0.5 below the interior maximum for a width of 0.1 h, but about 0.3 above it for 0.01 h and 1.4 above it for 0.001 h.

For the 20 lifetimes sorted into 1 h intervals, a simplex search over $\mu$ and $\sigma$, combined with a scan over $\gamma$, gives a threshold of 46.2 h, close to the local maximum of the density likelihood. As $h_1-\gamma$ falls from $10^{-3}$ to $10^{-100}$ h, the best interval log-likelihood falls from $-125.3$ to $-182.5$.

Removing the spike doesn't make the threshold well determined. The curvature of $\ell_p$ at the local maximum, from finite differences with a 1 h step, gives a rough standard error $(-d^2\ell_p/d\gamma^2)^{-1/2}=34$ h. The estimate of 46 h lies only about 1.4 standard errors from zero, and even this overstates the evidence for a threshold, because the profile isn't a parabola over that distance: at $\gamma=0$ it is only 0.33 below the local maximum, where a parabola would give about 0.95.

## Beside a real test

The example is meant to lie in the rough regime of highly accelerated tests on narrow cobalt lines near 400 °C. Its threshold and spread are round choices, not measured properties of cobalt, and real values depend on the line, its interfaces and the current. Real lines also don't share one perfectly sharp threshold. With a rough activation energy of 2.5 eV and Arrhenius scaling of all times, a line 1 K hotter fails 6.2% sooner, which moves a 46 h threshold by 2.9 h. That dwarfs the gaps at which the spike wins. If each line's excess is measured from its own shifted threshold, an independent oven spread of 1 K rms raises the standard deviation of the log-excess only from 0.522 to 0.526. The fitted threshold is far more sensitive than $\sigma$. Moving just the first failure 5 h earlier, as a crude stand-in for a second failure mode, shifts the local threshold from 46.4 to 32.7 h. Making only that line 1 K hotter moves its failure 4.8 h earlier and gives 33.3 h, and random 1 K rms offsets applied to all 20 lifetimes scatter the fitted threshold with a standard deviation of about 15 h. An incubation time fitted to such data should be reported with its uncertainty and with its sensitivity to the earliest failure.

All numerical values are calculated from the stated model.
